# Collisional dc sheath law for ions with constant mean free path, part 1

(Sections cited here and not found follow in the second part.)

## First half: from single flights to the current law

Q: A dc sheath accelerates ions from the plasma towards a negative wall. In a collisionless sheath I can find the ion speed from energy conservation. What do I use when an ion collides many times on the way?

A: You use the drift speed that the local field maintains between collisions. Let me fix the setting first. The sheath is planar, with its edge at $x=0$ and the wall at $x=s$. The ions have mass $M$ and charge $+e$, and they move towards increasing $x$. The potential $\phi$ falls towards the wall, so that

$$E=-\frac{d\phi}{dx}>0,\qquad V=\phi(0)-\phi(s)=\int_0^s E\,dx>0 .$$

The dominant collision is taken to be charge exchange with the parent gas. A moving ion takes an electron from a slow atom and leaves as a fast neutral. The atom becomes the new ion. If the gas is cold, the new ion starts at rest. Charge continues from the same place, but the momentum gained by the old ion has gone to a neutral.

Q: "Constant mean free path" could mean several things. Constant in what?

A: Constant in position and in ion speed. An ion that advances by $dy$ has probability $dy/\lambda_i$ of colliding, whatever its speed. This requires a uniform gas and a cross section that does not depend on energy. It is an approximation, and the result inherits it.

The probability $P(y)$ of travelling a distance $y$ without a collision obeys $dP/dy=-P/\lambda_i$ with $P(0)=1$, so $P=e^{-y/\lambda_i}$. The probability density of a flight of length $y$ is therefore

$$p(y)=\frac{1}{\lambda_i}e^{-y/\lambda_i},$$

and its mean length is $\lambda_i$.

Q: Then how fast do the ions drift in a uniform field?

A: Each flight starts from rest with acceleration $eE/M$. From $y=eEt^2/(2M)$, a flight of length $y$ lasts

$$t(y)=\sqrt{\frac{2My}{eE}} .$$

Its mean duration is

$$\langle t\rangle=\sqrt{\frac{2M}{eE}}\int_0^\infty \sqrt y\,\frac{e^{-y/\lambda_i}}{\lambda_i}\,dy .$$

Put $y=\lambda_i r^2$, so that $dy=2\lambda_i r\,dr$. The integral becomes

$$\sqrt{\lambda_i}\int_0^\infty r\,(2re^{-r^2})\,dr
=\sqrt{\lambda_i}\int_0^\infty e^{-r^2}dr
=\frac{\sqrt{\pi\lambda_i}}{2}.$$

The middle equality is an integration by parts with vanishing end terms. Over many flights, the drift speed is total distance divided by total time, which is the ratio of the two means:

$$u=\frac{\lambda_i}{\langle t\rangle}
=\frac{2}{\sqrt\pi}\sqrt{\frac{eE\lambda_i}{2M}}
=\sqrt{\frac{2eE\lambda_i}{\pi M}} .$$

Q: I would have balanced forces instead. The collision rate is $u/\lambda_i$, each collision removes momentum $Mu$, and so $eE=Mu^2/\lambda_i$. That has the same scaling but no factor $2/\pi$. Which is right?

A: The force balance is sound until every ion is given the same speed. Fast ions collide more often and also lose more momentum, so the loss rate per ion is $M\langle v^2\rangle/\lambda_i$. The balance gives

$$\langle v^2\rangle=\frac{eE\lambda_i}{M},$$

and this is not $\langle v\rangle^2$. The distribution supplies the relation between them. In a steady uniform field, the acceleration of ions through velocity space balances their loss by collisions for $v>0$:

$$\frac{eE}{M}\frac{df}{dv}=-\frac{v}{\lambda_i}f .$$

New ions enter at $v=0$. With $\sigma^2=eE\lambda_i/M$, the solution is

$$f(v)=f_0e^{-v^2/(2\sigma^2)},\quad v>0 .$$

Normalization requires $f_0\sigma\sqrt{\pi/2}=1$. The mean speed is then

$$u=f_0\int_0^\infty ve^{-v^2/(2\sigma^2)}dv
=f_0\sigma^2=\sigma\sqrt{\frac{2}{\pi}},$$

which agrees with the flight argument. Your single-speed estimate is larger by the factor $\sqrt{\pi/2}\approx1.25$.

A simulation of individual collisions was used as a test. It gave $u/\sigma=0.795$ against the predicted $0.798$, and $\langle v^2\rangle/\sigma^2=0.992$ against $1$. The differences are 0.3% and 0.8% of the predicted values, within the tolerances allowed for the finite time step and sampling noise.

Q: In the sheath the field is not uniform. Why may I insert the local value of $E$?

A: You may do so if the field changes little over a free path. The requirement is

$$\lambda_i\frac{1}{E}\frac{dE}{dx}\ll1 .$$

I shall assume it now and examine it once the field is known. It will hold over most of the sheath if $\lambda_i\ll s$. It cannot hold right up to an edge where $E$ tends to zero. For the local drift I write

$$u=a\sqrt E,\qquad a=\sqrt{\frac{2e\lambda_i}{\pi M}} .$$

The mobility $u/E=aE^{-1/2}$ falls as the field grows, because faster ions collide more often.

Q: What closes the problem? We still do not know the field.

A: Two conservation statements and one omission close it. There is no ionization in the sheath, so the ion current density $J$ is the same at each $x$. If $n$ is the ion density, then

$$J=enu,\qquad n=\frac{J}{eu}.$$

The electrons are repelled by the wall. When $V$ is much larger than the electron temperature $T_e$, measured in volts, their charge is negligible over most of the sheath. Poisson's equation then contains the ions alone:

$$\frac{dE}{dx}=\frac{en}{\varepsilon_0}=\frac{J}{\varepsilon_0u}
=\frac{J}{\varepsilon_0a\sqrt E}.$$

The sign is positive because positive charge makes a field directed towards increasing $x$ grow in that direction.

Q: Please integrate it without skipping the constant.

A: Multiply by $\sqrt E$. The left side is then a derivative:

$$\sqrt E\frac{dE}{dx}=\frac{d}{dx}\left(\frac23E^{3/2}\right)
=\frac{J}{\varepsilon_0a}.$$

Integrate from the edge, where the field is $E_0$:

$$E^{3/2}=E_0^{3/2}+Bx,\qquad B=\frac{3J}{2\varepsilon_0a}.$$

The plasma field at the edge is small compared with the field at the wall. The precise condition for dropping it is $E_0^{3/2}\ll Bs$. To leading order we set $E_0=0$ and obtain

$$E(x)=B^{2/3}x^{2/3}.$$

The voltage follows from a second integration:

$$V=B^{2/3}\int_0^sx^{2/3}dx=\frac35B^{2/3}s^{5/3}.$$

Q: So what is the current for a given voltage and width?

A: Multiply the last equation by $5/3$ and raise it to the power $3/2$:

$$\left(\frac{5V}{3}\right)^{3/2}=Bs^{5/2}
=\frac{3J}{2\varepsilon_0a}s^{5/2}.$$

Solving for $J$ and restoring $a$ gives

$$\boxed{J=\frac23\left(\frac53\right)^{3/2}\varepsilon_0
\left(\frac{2e\lambda_i}{\pi M}\right)^{1/2}
\frac{V^{3/2}}{s^{5/2}}}$$

Thus $J\propto V^{3/2}\lambda_i^{1/2}/s^{5/2}$ for a fixed ion mass. I shall write $K=(2/3)(5/3)^{3/2}\approx1.434$ for the numerical factor.

Q: The exponents came out of two integrations. Can I see them without those integrations?

A: Yes, from typical magnitudes. The field is of order $V/s$, so the charge density is of order $\varepsilon_0V/s^2$. The speed is of order $\sqrt{e\lambda_iV/(Ms)}$. Their product is

$$J\sim\frac{\varepsilon_0V}{s^2}\sqrt{\frac{e\lambda_iV}{Ms}}
=\varepsilon_0\sqrt{\frac{e\lambda_i}{M}}\frac{V^{3/2}}{s^{5/2}}.$$

One power of $V$ comes from the charge and half a power from the speed. Two inverse powers of $s$ come from the charge and another half from the speed. The integrations supply the numerical factor.

As a test of the integration, Poisson's equation with this drift was solved numerically and $J$ was adjusted until the required voltage appeared. Doubling $V$, $s$ and $\lambda_i$ in turn gave exponents $1.5000$, $-2.5000$ and $0.5000$. That checks the algebra after the local drift has been assumed. It does not check the assumption.

Q: A collisionless sheath also has $J\propto V^{3/2}$. Does the voltage exponent tell me anything about collisions?

A: By itself it does not distinguish these two cases. In both of them the speed scales as $\sqrt V$ when the dimensions are fixed. The dependence on width and free path does distinguish them.

The voltage exponent does depend on the type of collisional drift. Suppose the mobility $\mu$ were constant, so that $u=\mu E$. Then

$$E\frac{dE}{dx}=\frac{J}{\varepsilon_0\mu},\qquad
E=\sqrt{\frac{2Jx}{\varepsilon_0\mu}},\qquad
V=\frac23\sqrt{\frac{2J}{\varepsilon_0\mu}}\,s^{3/2}.$$

Squaring the last result gives $V^2=8Js^3/(9\varepsilon_0\mu)$, and hence

$$J=\frac98\varepsilon_0\mu\frac{V^2}{s^3}.$$

"Collisional" is therefore not enough to determine the law. The speed dependence of the collision rate must also be stated.

Q: In a real discharge I do not choose $s$. Is the law then of any use?

A: It determines $s$ once the plasma has fixed $J$ and the electrical conditions have fixed $V$. Rearrangement gives

$$s=\left(\frac{K\varepsilon_0aV^{3/2}}{J}\right)^{2/5}
\propto V^{3/5}\lambda_i^{1/5}J^{-2/5}.$$

At fixed gas temperature and cross section, $\lambda_i$ is inversely proportional to pressure $p$. Hence $J\propto p^{-1/2}$ at fixed $V$ and $s$, but $s\propto p^{-1/5}$ at fixed $V$ and $J$. A pressure scan of a discharge need not follow either relation, since $J$, $V$ and $s$ may all change.

Q: What does the interior look like? I suspect trouble at the edge.

A: Dividing the field by its wall value, and integrating it from the edge, gives

$$E(x)=\frac{5V}{3s}\left(\frac{x}{s}\right)^{2/3},\qquad
\phi(0)-\phi(x)=V\left(\frac{x}{s}\right)^{5/3}.$$

Since $u\propto\sqrt E\propto x^{1/3}$, the density is

$$n(x)=n(s)\left(\frac{s}{x}\right)^{1/3}.$$

It diverges at $x=0$, as you suspected. The divergence is integrable, and the total charge per unit area is the finite quantity $\varepsilon_0E(s)$. The divergence marks a region where the model has failed: the true edge field is not zero, electrons are present there, and the drift is not local. In fact,

$$\lambda_i\frac{1}{E}\frac{dE}{dx}=\frac{2\lambda_i}{3x},$$

which is small for $x\gg\lambda_i$ and large very near the edge.

Q: Give me a case with numbers, including the comparison with a collisionless sheath.

A: Take round model parameters: $M=40$ u, $V=200$ V, $s=2$ mm and $\lambda_i=0.05$ mm. There are 40 mean free paths across the sheath. The drift coefficient is $a=8.76$ m/s per $\sqrt{\text{V/m}}$. In SI units,

$$J=\frac{1.434\,(8.854\times10^{-12})(8.76)(200)^{3/2}}
{(2\times10^{-3})^{5/2}}
\approx1.76\ \text{A/m}^2,$$

or $0.176$ mA/cm². At the wall,

$$E(s)=\frac{5(200)}{3(0.002)}\approx1.67\times10^5\ \text{V/m},$$

$$u(s)=8.76\sqrt{1.67\times10^5}\approx3.58\times10^3\ \text{m/s}.$$

The wall density is $J/[eu(s)]\approx3.1\times10^{15}$ m⁻³.

The collisionless law for ions starting at rest, which will be derived below as a limit, gives $6.11$ A/m² for the same $V$ and $s$. The collisional value is 0.288 of that. For a given voltage and width, the slower ions carry less current because the amount of space charge is limited by the field.

## Second half: free paths, electrons and the range of validity

Q: Before I object further, which results am I carrying over?

A: The sheath extends from $x=0$ to the wall at $x=s$, and its potential drop is $V$. The ions have mass $M$, mean free path $\lambda_i$ and current density $J$. Local drift has speed $u=a\sqrt E$, with $a=\sqrt{2e\lambda_i/(\pi M)}$. With no electrons in the sheath and a negligible edge field,

$$J_{\rm law}=K\varepsilon_0a\frac{V^{3/2}}{s^{5/2}},\quad
K=\frac23\left(\frac53\right)^{3/2},\quad
E(s)=\frac{5V}{3s}.$$

The example has $V=200$ V, $s=2$ mm, $\lambda_i=0.05$ mm and $J_{\rm law}=1.76$ A/m².

Q: My first doubt is the local drift. Can you calculate the density without it?

A: Yes. Keep the same collision rule, but follow each ion from its own birth point. Let $\Phi(x)=\phi(0)-\phi(x)$ be the potential drop from the edge, so $E=d\Phi/dx$. The particle flux is $J/e$. In a layer $dx'$, a fraction $dx'/\lambda_i$ of the passing ions is replaced by ions at rest. Of these new ions, a fraction $e^{-(x-x')/\lambda_i}$ reaches $x$ without another collision. Their speed there is

$$v(x,x')=\sqrt{\frac{2e[\Phi(x)-\Phi(x')]}{M}} .$$

Density is flux divided by speed. Adding the ions that entered at rest at the edge and have not collided gives

$$n(x)=\frac Je\left[\int_0^x
\frac{e^{-(x-x')/\lambda_i}}{v(x,x')}\frac{dx'}{\lambda_i}
+\frac{e^{-x/\lambda_i}}{v(x,0)}\right].$$

The flux weights sum to $(1-e^{-x/\lambda_i})+e^{-x/\lambda_i}=1$, so the current is conserved.

Q: That looks as if it must be solved again for every voltage.

A: Scaling removes the voltage. Put $x=\lambda_i\xi$ and $\Phi=\Phi_0w(\xi)$. Poisson's equation, $d^2\Phi/dx^2=en/\varepsilon_0$, has the factor $\Phi_0/\lambda_i^2$ on its left and $(J/\varepsilon_0)\sqrt{M/(2e\Phi_0)}$ on its right. Choose $\Phi_0$ so that these factors are equal:

$$\Phi_0^{3/2}=\frac{J\lambda_i^2}{\varepsilon_0}
\sqrt{\frac{M}{2e}} .$$

Then, with primes for derivatives with respect to $\xi$,

$$w''(\xi)=\int_0^\xi
\frac{e^{-(\xi-\eta)}}{\sqrt{w(\xi)-w(\eta)}}\,d\eta
+\frac{e^{-\xi}}{\sqrt{w(\xi)}} .$$

The edge conditions are $w(0)=w'(0)=0$. One curve serves all sheaths in this model. At the wall $\xi=s/\lambda_i$ and $V=\Phi_0w(\xi)$, so

$$J=\varepsilon_0\sqrt{\frac{2e}{M}}
\frac{V^{3/2}}{\lambda_i^2\,[w(s/\lambda_i)]^{3/2}} .$$

At fixed $s$ and $\lambda_i$, the exponent $3/2$ for the voltage holds here without assuming local drift.

We now have the collisional current law for local drift, and a nonlocal equation that gives the current without that assumption and keeps the voltage exponent $3/2$ at fixed $s$ and $\lambda_i$. It remains to examine the limits of that equation and the corrections at finite $s/\lambda_i$, the ion energy at the wall, the effect of electrons, and the law's range of validity.
